\section*{Diffusivity of a Particle on a Chain with Alternating Hop Rates}

\section{The problem}

An oxidant molecule moving through an oxide network passes from one void to the next through narrow openings, and the openings need not all be equally wide. The simplest model with this feature is a straight line of equivalent sites whose connections are alternately easy and hard to cross.

Let the sites lie at $x_n=na$, with $n$ any integer and $a$ the site spacing. Neighbouring sites are joined by bonds. The bond to the right of every even site has hop rate $g_1$, and the bond to its left has hop rate $g_2$. A rate $g$ is the probability per unit time that a particle sitting at one end of the bond hops to the other end. Each bond is symmetric: its rate is the same in both directions. This describes sites of equal energy with no driving force along the chain. Hops are memoryless, meaning that the rates depend on where the particle is and not on how it came there. Particles are taken not to hinder one another, so that one particle may be followed alone.

The diffusivity $D$ is defined by the growth of the mean square displacement at long times,
\begin{equation}
D=\lim_{t\to\infty}\frac{\langle x^2\rangle}{2t},
\label{eq:def}
\end{equation}
where $x$ is now the displacement from the starting site.

\begin{enumerate}
\item Estimate $D$ by a scaling argument when one rate is much smaller than the other.
\item Find $\langle x^2\rangle$ at all times, and from it $D$ for any $g_1$ and $g_2$.
\item Evaluate both for $a=0.30$ nm, $g_1=9\times10^4\ \mathrm{s^{-1}}$ and $g_2=1\times10^4\ \mathrm{s^{-1}}$, and explain the difference. These are round model parameters and do not describe a particular material.
\end{enumerate}

\section{A first estimate by scaling}

The available quantities are a length $a$ and two rates, so $D$ must be $a^2$ times a rate built from $g_1$ and $g_2$. Dimensions alone do not say which rate. The arithmetic mean $(g_1+g_2)/2$ is one candidate, but it fails a simple check. If $g_2=0$, the particle can never leave the pair of sites joined by its $g_1$ bond. Its displacement stays bounded and $D$ must vanish, whereas the arithmetic mean does not.

Take therefore $g_2\ll g_1$, and group the sites into pairs joined by fast bonds. Two time scales separate. Within a pair, the difference between the two occupation probabilities decays at the rate $2g_1$, because each site loses probability to the other at rate $g_1$. Escape from the pair needs a slow bond and takes a time of order $1/g_2$, which is much longer. Before it escapes, the particle is thus found on either site of the pair with probability close to $1/2$.

To leave the pair to the right, the particle must be on the right-hand site, with probability $1/2$, and then cross the slow bond, with rate $g_2$. The rate of moving one pair to the right is
\begin{equation}
\Gamma\simeq\tfrac12\,g_2 ,
\end{equation}
and by symmetry the rate to the left is the same. The pairs form a uniform chain of spacing $\ell=2a$.

For a uniform chain the diffusivity follows by counting hops. In a time $t$ there are on average $2\Gamma t$ hops, since $\Gamma$ is the rate in each of two directions. Each hop contributes $\ell^2$ to the mean square displacement. The cross terms between different hops average to zero, because their directions are independent and left and right are equally likely. Hence $\langle x^2\rangle=2\Gamma t\,\ell^2$, and by (\ref{eq:def}) $D=\Gamma\ell^2$. With the values for the pairs,
\begin{equation}
D_{\rm est}=\tfrac12 g_2\,(2a)^2=2a^2g_2\qquad(g_2\ll g_1).
\label{eq:est}
\end{equation}
The fast rate has dropped out: the slow bonds control the transport.

How far can this be trusted when the rates are comparable? For $g_1=g_2=g$ the original chain is itself uniform, with spacing $a$ and rate $g$ in each direction, so $D=a^2g$. The estimate gives $2a^2g$, too large by a factor of two. It has the right order of magnitude even there, but a calculation is needed to join the two cases.

\section{The exact solution}

\subsection{Notation and the rule for averages}

Call the even sites A and the odd sites B. An A site has $g_1$ on its right and $g_2$ on its left; a B site has the reverse. Let $\sigma=+1$ on A and $\sigma=-1$ on B, and define
\begin{equation}
G=g_1+g_2,\qquad \Delta=g_1-g_2 .
\end{equation}
The rates for a hop to the right and to the left are then
\begin{equation}
r=\tfrac12(G+\sigma\Delta),\qquad l=\tfrac12(G-\sigma\Delta).
\end{equation}
For $\sigma=+1$ these give $r=g_1$ and $l=g_2$, and for $\sigma=-1$ they give $r=g_2$ and $l=g_1$, as required. Two combinations will be needed:
\begin{equation}
r+l=G,\qquad r-l=\sigma\Delta .
\label{eq:comb}
\end{equation}

Let $p_n(t)$ be the probability of finding the particle on site $n$, and $w_{mn}$ the rate of hops from $n$ to $m$. Probability enters and leaves a site by hops, so
\begin{equation}
\frac{dp_n}{dt}=\sum_m\left(w_{nm}p_m-w_{mn}p_n\right).
\end{equation}
Multiply by any function $f_n$ of the site and sum over $n$. In the first term exchange the names $n$ and $m$, which are both summed over:
\begin{align}
\frac{d\langle f\rangle}{dt}
&=\sum_{n,m}f_n w_{nm}p_m-\sum_{n,m}f_n w_{mn}p_n\nonumber\\
&=\sum_n p_n\sum_m w_{mn}\,(f_m-f_n).
\label{eq:rule}
\end{align}
In words, an average changes at a rate equal to the mean of (hop rate) times (change of $f$ in that hop). The sums converge for the functions used here. Every site has the same total escape rate $G$, so the number of hops in time $t$ has a Poisson distribution with mean $Gt$. All its moments are finite, and $|x|$ cannot exceed $a$ times the number of hops.

\subsection{The mean square displacement}

Apply (\ref{eq:rule}) to $f=x^2$. A hop to the right changes $x^2$ by $(x+a)^2-x^2=2ax+a^2$, and a hop to the left by $(x-a)^2-x^2=-2ax+a^2$. The sum of rate times change is
\begin{equation}
r(2ax+a^2)+l(-2ax+a^2)=a^2(r+l)+2ax(r-l).
\end{equation}
With (\ref{eq:comb}) this becomes
\begin{equation}
\frac{d\langle x^2\rangle}{dt}=a^2G+2a\Delta\,\langle\sigma x\rangle .
\label{eq:x2}
\end{equation}
The first term is the growth that independent hops would give. The second contains the correlation between the displacement and the kind of site the particle occupies.

The equation is not closed until $\langle\sigma x\rangle$ is known, so apply the rule to $f=\sigma x$. Every hop leads from A to B or from B to A and reverses $\sigma$. The changes are
\begin{align}
\text{right:}\quad&-\sigma(x+a)-\sigma x=-2\sigma x-a\sigma,\\
\text{left:}\quad&-\sigma(x-a)-\sigma x=-2\sigma x+a\sigma .
\end{align}
Multiplying by $r$ and $l$ and adding gives
\begin{equation}
-2\sigma x\,(r+l)-a\sigma\,(r-l)=-2G\,\sigma x-a\sigma^2\Delta .
\end{equation}
Since $\sigma^2=1$ on every site, the last term is a constant, and the system closes:
\begin{equation}
\frac{d\langle\sigma x\rangle}{dt}=-2G\,\langle\sigma x\rangle-a\Delta .
\label{eq:sx}
\end{equation}

The particle starts at $x=0$, so $\langle\sigma x\rangle=0$ at $t=0$ for either kind of starting site. Multiply (\ref{eq:sx}) by $e^{2Gt}$ and bring the first term on the right to the left:
\begin{equation}
\frac{d}{dt}\left(e^{2Gt}\langle\sigma x\rangle\right)=-a\Delta\,e^{2Gt}.
\end{equation}
Integrating from $0$ to $t$ gives $e^{2Gt}\langle\sigma x\rangle=-a\Delta\,(e^{2Gt}-1)/(2G)$, or
\begin{equation}
\langle\sigma x\rangle=-\frac{a\Delta}{2G}\left(1-e^{-2Gt}\right).
\label{eq:sxsol}
\end{equation}

The sign has a direct meaning. Let $g_1>g_2$. A particle starting on A most often hops to the right, over the fast bond, and arrives on B with $x=+a$, so that $\sigma x=-a$. One starting on B most often hops to the left and arrives on A with $x=-a$, and again $\sigma x=-a$. In both cases the fast bond just crossed lies behind the particle, and the most likely next hop takes it back. This tendency to return slows the spreading.

Insert (\ref{eq:sxsol}) in (\ref{eq:x2}):
\begin{equation}
\frac{d\langle x^2\rangle}{dt}=a^2G-\frac{a^2\Delta^2}{G}\left(1-e^{-2Gt}\right).
\end{equation}
Integrate from $0$ to $t$, using $\int_0^t e^{-2Gs}\,ds=(1-e^{-2Gt})/(2G)$:
\begin{equation}
\langle x^2\rangle=\frac{a^2(G^2-\Delta^2)}{G}\,t+\frac{a^2\Delta^2}{2G^2}\left(1-e^{-2Gt}\right).
\label{eq:msd}
\end{equation}
The second term is bounded, so after division by $2t$ it vanishes at long times. The numerator of the first is
\begin{equation}
G^2-\Delta^2=(g_1+g_2)^2-(g_1-g_2)^2=4g_1g_2 .
\end{equation}
The definition (\ref{eq:def}) therefore gives
\begin{equation}
D=\frac{a^2}{2}\,\frac{4g_1g_2}{G}=\frac{2a^2g_1g_2}{g_1+g_2}.
\label{eq:D}
\end{equation}
For equal rates this is $a^2g$, as found above for the uniform chain.

\subsection{The mean displacement}

The particle does not start in a symmetric environment, so its mean displacement need not vanish. If it grew without bound, $\langle x^2\rangle$ would mix drift with spreading. The rule (\ref{eq:rule}) settles the matter. For $f=\sigma$ each hop gives the change $-2\sigma$, and for $f=x$ the changes are $\pm a$:
\begin{equation}
\frac{d\langle\sigma\rangle}{dt}=-2G\langle\sigma\rangle,\qquad
\frac{d\langle x\rangle}{dt}=a\langle r-l\rangle=a\Delta\langle\sigma\rangle .
\end{equation}
With $\sigma_0$ the value on the starting site, $\langle\sigma\rangle=\sigma_0e^{-2Gt}$ and
\begin{equation}
\langle x\rangle=\sigma_0\,\frac{a\Delta}{2G}\left(1-e^{-2Gt}\right).
\end{equation}
The mean shifts by less than $a/2$ and then stays put. The variance $\langle x^2\rangle-\langle x\rangle^2$ has the same long-time slope $2D$ as $\langle x^2\rangle$, and (\ref{eq:D}) measures spreading alone.

\subsection{Short times and a blocked bond}

For $Gt\ll1$ expand $1-e^{-2Gt}\simeq2Gt$ in (\ref{eq:msd}). The terms in $\Delta^2$ cancel to first order in $t$, leaving $\langle x^2\rangle\simeq a^2Gt$. The apparent diffusivity at short times is
\begin{equation}
D_0=\frac{\langle x^2\rangle}{2t}\simeq\frac{a^2G}{2}=a^2\,\frac{g_1+g_2}{2}.
\label{eq:D0}
\end{equation}
This is the arithmetic mean rejected in the scaling argument. It describes a particle that has made at most one hop and has not yet had an occasion to return.

For $g_2=0$ one has $G=\Delta=g_1$, and (\ref{eq:msd}) reduces to
\begin{equation}
\langle x^2\rangle=\frac{a^2}{2}\left(1-e^{-2g_1t}\right).
\end{equation}
At long times the particle is on its starting site or on the partner site with equal probability, so the mean square displacement is $(0+a^2)/2$, and $D=0$.

\subsection{The same diffusivity from a steady current}

The diffusivity also governs the steady flux of particles through a film, and this gives a second derivation. Let $p_n$ now be the mean number of particles on site $n$, still much less than one, and hold it fixed at the two ends of a film containing $M$ pairs of bonds. In the steady state nothing accumulates, and the same net current $J$ crosses every bond. Across a bond of rate $g$ the net current is $J=g(p_n-p_{n+1})$, so the occupation drops by $J/g$. Adding the drops over the film,
\begin{equation}
p_0-p_{2M}=MJ\left(\frac1{g_1}+\frac1{g_2}\right).
\label{eq:drop}
\end{equation}
The concentration per unit length is $p/a$, and the film thickness is $2Ma$. Fick's law reads
\begin{equation}
J=D\,\frac{(p_0-p_{2M})/a}{2Ma}=\frac{D\,J}{2a^2}\left(\frac1{g_1}+\frac1{g_2}\right),
\end{equation}
where (\ref{eq:drop}) was used and $M$ cancelled. Dividing by $J$,
\begin{equation}
D=\frac{2a^2}{1/g_1+1/g_2},
\label{eq:series}
\end{equation}
which equals (\ref{eq:D}) after multiplying numerator and denominator by $g_1g_2$. The bonds act as resistances in series, each of size $1/g$. The diffusivity is $a^2$ times the harmonic mean of the rates.

\section{Comparison of the estimate with the exact result}

\subsection{The diffusivity}

For the given parameters $G=1.0\times10^5\ \mathrm{s^{-1}}$, and (\ref{eq:D}) gives
\begin{equation}
D=\frac{2\,(0.30)^2\,(9\times10^4)(1\times10^4)}{1.0\times10^5}\ \mathrm{nm^2\,s^{-1}}
=1620\ \mathrm{nm^2\,s^{-1}},
\end{equation}
or $1.62\times10^{-11}\ \mathrm{cm^2\,s^{-1}}$. The scaling estimate (\ref{eq:est}) gives
\begin{equation}
D_{\rm est}=2\,(0.30)^2\,(1\times10^4)\ \mathrm{nm^2\,s^{-1}}=1800\ \mathrm{nm^2\,s^{-1}},
\end{equation}
which is 11\% above the exact value. In general, for $g_2\le g_1$,
\begin{equation}
\frac{D_{\rm est}}{D}=\frac{2a^2g_2\,(g_1+g_2)}{2a^2g_1g_2}=1+\frac{g_2}{g_1}.
\end{equation}
The estimate is too large by the fraction $g_2/g_1$ of the exact value, here $1/9$, and by a factor of two at worst, when the rates are equal. Equation (\ref{eq:series}) shows what was neglected: the estimate keeps the resistance $1/g_2$ of the slow bond and drops the resistance $1/g_1$ of the fast one.

The arithmetic mean does much worse. By (\ref{eq:D0}) it gives $D_0=4500\ \mathrm{nm^2\,s^{-1}}$, which is 2.8 times $D$.

\subsection{The passage from short to long times}

The correlation in (\ref{eq:sxsol}) builds up with the relaxation time $1/(2G)=5.0\ \mu$s. Solving the master equation numerically on a long finite chain, for a start on A, gives the following values, which agree with (\ref{eq:msd}).

\begin{center}
\begin{tabular}{rcc}
$t$ ($\mu$s) & $\langle x^2\rangle$ (nm$^2$) & $\langle x^2\rangle/2t$ (nm$^2$ s$^{-1}$)\\
\hline
1 & 0.0085 & 4230\\
5 & 0.0344 & 3441\\
20 & 0.0931 & 2327\\
100 & 0.3528 & 1764\\
1000 & 3.2688 & 1634
\end{tabular}
\end{center}

The apparent diffusivity falls from near $D_0$ towards $D$, but at $100\ \mu$s, twenty relaxation times, it is still 9\% above $D$. The transient $e^{-2Gt}$ has long decayed by then. What remains is the constant term in (\ref{eq:msd}),
\begin{equation}
\frac{a^2\Delta^2}{2G^2}=\frac{(0.30)^2(8\times10^4)^2}{2\,(1.0\times10^5)^2}\ \mathrm{nm^2}=0.0288\ \mathrm{nm^2}.
\end{equation}
Divided by $2t=2\times10^{-4}$ s it adds $144\ \mathrm{nm^2\,s^{-1}}$ to $D$, which accounts for the value 1764. This excess decays as $1/t$ and not exponentially. A slope between two late times removes the constant. From the last two rows,
\begin{equation}
\frac{(3.2688-0.3528)\ \mathrm{nm^2}}{2\,(9\times10^{-4}\ \mathrm{s})}=1620\ \mathrm{nm^2\,s^{-1}} .
\end{equation}

After 1 ms the root mean square displacement is 1.81 nm, about six site spacings. The mean displacement has settled at 0.12 nm, well below one spacing.

\subsection{Which bond matters}

In steady permeation the share of the occupation drop that falls on the slow bonds is
\begin{equation}
\frac{1/g_2}{1/g_1+1/g_2}=\frac{g_1}{g_1+g_2}=\frac{9\times10^4}{1.0\times10^5}=90\%,
\end{equation}
and the fast bonds take the other 10\%. These shares also tell how $D$ responds to a change of either rate, because $1/D$ is proportional to the total resistance. Doubling $g_1$ halves the smaller resistance, which lowers the total by 5\%, and raises $D$ to $1705\ \mathrm{nm^2\,s^{-1}}$, a gain of 5\%. Doubling $g_2$ halves the larger one, which lowers the total by 45\%, and raises $D$ to $2945\ \mathrm{nm^2\,s^{-1}}$, a gain of 82\%. The estimate (\ref{eq:est}) would have predicted no gain in the first case and 100\% in the second. The same reasoning applies to a reduction of the rates. Halving $g_1$ raises the total resistance by 10\%, and halving $g_2$ raises it by 90\%. For equal factors of reduction, slowing the bonds that are already slow thus lowers $D$ the most.

A steady current computed for a film of six pairs of bonds gives $D=1620\ \mathrm{nm^2\,s^{-1}}$, the same as the spreading of a single particle. The full set of values is in the numerical output.

\subsection{Where the result stops applying}

The chain offers one path, and every particle that advances must cross the slow bonds. In a two- or three-dimensional network a particle may go round a tight opening, and adding resistances in series is then no longer justified. The formulas also rest on the symmetry of each bond: if A and B sites differ in energy, the forward and backward rates of a bond differ, the relations (\ref{eq:comb}) no longer hold, and (\ref{eq:msd}) and (\ref{eq:D}) must be changed. The resistances still add in series on the chain, but in (\ref{eq:series}) each $g$ is replaced by $2\pi_{\rm A}$ times the rate from A across that bond, where $\pi_{\rm A}$ is the equilibrium probability of being on an A site. If particles block one another's hops, they cannot pass each other on a single chain. A marked particle then follows (\ref{eq:msd}) at best until it meets its neighbours. At any nonzero concentration on an infinite chain its mean square displacement grows at long times as $t^{1/2}$ and not as $t$, so the limit (\ref{eq:def}) vanishes for it; a low concentration only delays this. The steady flux is less sensitive. If the only effect is that two particles cannot share a site, the net current across a bond is the mean of $g[n_i(1-n_{i+1})-n_{i+1}(1-n_i)]=g(n_i-n_{i+1})$, where $n_i$ is 1 on an occupied site and 0 on an empty one. The blocking terms cancel, and (\ref{eq:series}) still holds for the flux. Other interactions between particles can change the flux as well. Finally, an oxidant that reacts with the network is lost or held on its way, which the master equation used here does not include.

\section*{Table of computed values}
\begin{verbatim}
site spacing a = 0.30 nm
fast rate g1 = 9.0e+04 1/s
slow rate g2 = 1.0e+04 1/s
escape rate G = g1 + g2 = 1.0e+05 1/s
relaxation time 1/(2G) = 5.00 microseconds
D from formula = 1620.0 nm^2/s
D from formula = 1.620e-11 cm^2/s
D from long-time slope on the chain = 1620.0 nm^2/s
D from steady membrane current = 1620.0 nm^2/s
short-time value a^2 G/2 = 4500.0 nm^2/s
short-time value / D = 2.778
long-time offset of <x^2> = 0.0288 nm^2
long-time mean displacement, start on A = 0.1200 nm
master equation, start on A:
  t = 1 microseconds: <x^2> = 0.00846 nm^2, <x^2>/(2t) = 4230.3 nm^2/s
  t = 5 microseconds: <x^2> = 0.03441 nm^2, <x^2>/(2t) = 3440.5 nm^2/s
  t = 20 microseconds: <x^2> = 0.09307 nm^2, <x^2>/(2t) = 2326.8 nm^2/s
  t = 100 microseconds: <x^2> = 0.35280 nm^2, <x^2>/(2t) = 1764.0 nm^2/s
  t = 1000 microseconds: <x^2> = 3.26880 nm^2, <x^2>/(2t) = 1634.4 nm^2/s
root mean square displacement at 1 ms = 1.808 nm
share of occupation drop on slow bonds = 90.0 %
share of occupation drop on fast bonds = 10.0 %
D with g1 doubled = 1705.3 nm^2/s
D with g2 doubled = 2945.5 nm^2/s
gain from doubling g1 = 5.3 %
gain from doubling g2 = 81.8 %
blocked bond (g2 = 0): <x^2> at 1 ms = 0.0450 nm^2
\end{verbatim}
